# Thermovoltage of a Vacuum Tunnel Junction from the Sommerfeld Expansion, part 2

A metal tip at temperature \(T_t\) faces a metal sample at \(T_s\) across a vacuum gap \(d\). The thermovoltage \(V_{\rm th}\) is the voltage \(V=V_{\rm tip}-V_{\rm sample}\) at which the net electron flow \(J\) from tip to sample vanishes. Tunnelling is weak and elastic.

Algebra is in atomic units, \(\hbar=m=e=1\), with \(e>0\) kept next to voltages. Energies \(E\) are measured from the sample's electrochemical potential, so \(\mu_s=0\) and \(\mu_t=-eV\). A prime denotes an energy derivative. With Fermi functions \(f_t,f_s\), densities of states \(\rho_t,\rho_s\) and squared tunnelling matrix element \(D\), the full flow integral is

\[
J=2\pi\int g(E,V)\,[f_t(E)-f_s(E)]\,dE,\qquad g=\rho_t\,\rho_s\,D .
\]

A total transmission, if known, replaces the whole product \(g\). For smooth \(g\), part (d) gives the leading formula

\[
V_{\rm th}\simeq\frac{\pi^2k_B^2}{6e}(T_t^2-T_s^2)\,L,\qquad L=\frac{\partial\ln g}{\partial E}\bigg|_{0}.
\]

By part (g), \(L=\rho_t'/\rho_t+\rho_s'/\rho_s+L_D\), with \(L_D=\partial\ln D/\partial E\). For a linear barrier \(\phi(z)\) between work functions \(\phi_s\) and \(\phi_t\), WKB with decay rate \(\kappa(z)=\sqrt{2[\phi(z)-E]}\) gives

\[
\ln D=-2\int_0^d\sqrt{2[\phi(z)-E]}\,dz,\qquad
L_D=\frac{2\sqrt2\,d}{\sqrt{\phi_t}+\sqrt{\phi_s}} .
\]

Three earlier results are also cited.

Part (b): with \(E=\mu+k_BTx\) and \(-\frac{\partial f}{\partial E}\,dE=w(x)\,dx\), the second moment is \(\int x^2w\,dx=\pi^2/3\).

Part (e): heating a neutral metal with density of states \(\rho\) shifts its chemical potential relative to its bands by

\[
\delta\mu=-\frac{\pi^2}{6}(k_BT)^2\,\frac{\rho'(0)}{\rho(0)} .
\]

This shift must not be added to \(V_{\rm th}\); it enters only through the density and the work function.

Part (f): for \(g\propto e^{\lambda E}\), with \(x_t=\pi\lambda k_BT_t\) and \(x_s=\pi\lambda k_BT_s\),

\[
eV_{\rm th}=\frac1\lambda\ln\frac{x_t/\sin x_t}{x_s/\sin x_s}
=\frac{\pi^2k_B^2}{6}(T_t^2-T_s^2)\,\lambda\left[1+\frac{x_t^2+x_s^2}{30}+\dots\right].
\]

Part (h) now asks for the voltage of a warmed tip over a metal surface, and for a comparison with the zero of the full flow integral.

**Solution.** Take \(T_t=330\) K, \(T_s=300\) K, \(d=8.0\) Å, \(\phi_t=4.5\) eV and \(\phi_s=4.0\) eV. The tip has a free-electron density whose band bottom lies \(W=8.0\) eV below the Fermi level. The sample has a constant density plus a broad resonance:

\[
\rho_t\propto\sqrt{1+\frac{E}{W}},\qquad
\rho_s\propto1+\frac{h\,\Gamma^2}{(E-E_r)^2+\Gamma^2},
\]

with \(h=1.0\), \(E_r=0.5\) eV and \(\Gamma=0.3\) eV. The energy argument of \(\rho_t\) is taken relative to the tip's own electrochemical potential when a bias is present.

The tip part is \(1/(2W)=1/16=0.0625\) eV\(^{-1}\). For the sample, \(E_r^2+\Gamma^2=0.34\) eV\(^2\), so

\[
\frac{\rho_s'}{\rho_s}=\frac{2h\Gamma^2E_r/(0.34)^2}{1+h\Gamma^2/0.34}
=\frac{0.09/0.1156}{1+0.09/0.34}=\frac{0.7785}{1.2647}=0.616\ \text{eV}^{-1}.
\]

For the barrier, the factor \(\sqrt2\) of atomic units becomes \(\sqrt{2m}/\hbar=0.5123\) Å\(^{-1}\) eV\(^{-1/2}\):

\[
L_D=\frac{2\times0.5123\times8.0}{\sqrt{4.5}+\sqrt{4.0}}=1.989\ \text{eV}^{-1}.
\]

The sum is \(L=2.667\) eV\(^{-1}\). The difference of squared temperatures is \(108900-90000=18900\) K\(^2\), and the thermal factor \(\pi^2k_B^2(T_t^2-T_s^2)/6\) is \(2.309\times10^{-4}\) eV\(^2\). Their product gives

\[
V_{\rm th}=2.309\times10^{-4}\times2.667\ \text{V}=0.616\ \text{mV}.
\]

The barrier supplies 0.459 mV of this, the sample resonance 0.142 mV and the tip density 0.014 mV. The tip is positive.

The full flow integral, with the densities and the barrier following the bias, vanishes at 0.626 mV, or 626 microvolts. Relative to that value the formula is 1.6% low. When both temperatures are halved, the error falls to 0.40%, and at a quarter of the temperatures to 0.10%. This is the fourfold decrease expected when the first neglected term in \(V_{\rm th}\) is of order \(T^4\) and the leading one of order \(T^2\).

**Difference of squares.** A tip at 170 K and a sample at 100 K also have \(T_t^2-T_s^2=28900-10000=18900\) K\(^2\), although their temperature difference is 70 K instead of 30 K. With all other parameters held fixed, the full integral gives 0.618 mV, close to the 0.626 mV of the first pair. A law linear in \(\Delta T\) alone would have more than doubled the voltage. Exchanging the original temperatures gives \(-0.626\) mV.

**Gap.** With temperatures, densities and work functions fixed, the comparison is:

| Gap (Å) | Formula (mV) | Full integral (mV) |
|---|---:|---:|
| 6 | 0.501 | 0.509 |
| 8 | 0.616 | 0.626 |
| 10 | 0.731 | 0.743 |

The formula rises by 0.057 mV per angstrom.

**Sign of the density slope.** If the resonance is moved to \(-0.5\) eV, the density at the Fermi level is unchanged but its slope changes sign. Then \(L=0.0625-0.6156+1.9889=1.436\) eV\(^{-1}\), and the formula gives 0.3315 mV, in agreement with the full integral to within 0.3%. In this model, two surfaces with equal density at the Fermi level differ in thermovoltage by nearly a factor of two.

**Where the remaining error comes from.** Keep the barrier slope alone, as a pure exponential with \(\lambda=1.989\) eV\(^{-1}\). The leading term is 0.4592 mV, while the closed form of part (f) and the full integral both give 0.4601 mV. The correction is 0.19%. The estimate in (f) agrees: with \(k_BT_t=0.02844\) eV, \(x_t=0.178\) and \(x_s=0.162\), so \((x_t^2+x_s^2)/30=0.0019\). A pure exponential with the full slope \(L=2.667\) eV\(^{-1}\) would give 0.35%, so most of the 1.6%, though not all, comes from the departure of \(g\) from a pure exponential. The WKB barrier factor alone, without the densities, gives 0.29%. Most of the error is thus due to the densities: if they are kept and the barrier factor is replaced by the pure exponential, the error is still 1.5%. The curvature of \(\ln D\) matters little here. The bias dependence of \(g\) is not responsible, since freezing \(g\) at its zero-bias form leaves the voltage at 0.626 mV.

**Band shift.** For the tip, part (e) gives

\[
\delta\mu=-\frac{\pi^2}{6}(0.02844)^2\times0.0625\ \text{eV}=-0.083\ \text{meV}.
\]

Adding this to \(eV_{\rm th}\) would have changed the answer by more than a tenth. When the shift is instead put where it belongs, in the tip density and work function, the zero of the full integral moves by only about \(2\times10^{-6}\) mV. If the sample density is treated in the same way, its steeper slope gives a shift of about \(-0.68\) meV, larger than \(eV_{\rm th}\) itself. Put into the sample density and work function, this shift moves the zero by about \(3.5\times10^{-4}\) mV, or 0.06%.

### (i) When does the formula fail, and how large are the effects left out?

**Solution.** The first limit is the smoothness of \(g\). A Lorentzian resonance has poles at \(E_r\pm i\Gamma\), so its Taylor series about the Fermi level converges only within the distance \(\sqrt{E_r^2+\Gamma^2}\). For the broad resonance this is 0.58 eV, about twenty times \(k_BT_t\). For a resonance at 0.03 eV with \(\Gamma=0.02\) eV it is 0.036 eV, hardly more than \(k_BT_t\). With such a resonance in the sample and everything else unchanged, the formula predicts 2.98 mV and the full integral gives 0.90 mV. The thermal window then covers both flanks of the peak, and the slope at one energy no longer represents it. In that regime the condition \(J=0\) has to be solved with the full integral.

The other effects change \(g\) itself. Their sizes below are obtained by putting the changed barrier slope into the leading formula.

**Image potential.** An electron between two metal planes at \(z=0\) and \(z=d\) induces an infinite set of image charges. Images of opposite sign lie at \(-z+2nd\) for every integer \(n\), and images of equal sign at \(z+2nd\) for \(n\neq0\). The energy is half the sum of the interactions, because the images follow the electron:

\[
U(z)=\frac12\left[\sum_{n\ge1}\frac1{nd}-\frac1{2z}-\sum_{n\ge1}\left(\frac1{2(nd-z)}+\frac1{2(nd+z)}\right)\right].
\]

The two sums are to be taken together, term by term in \(n\), since each diverges alone. At mid-gap the images alternate in sign at distances \(nd\) on both sides, so

\[
U(d/2)=\sum_{n\ge1}\frac{(-1)^n}{nd}=-\frac{\ln2}{d},
\]

which is \(-1.25\) eV for 8 Å. The image potential lowers the barrier, which raises \(1/\kappa\), but it also narrows the forbidden region. In the derivative of the WKB integral the moving end points contribute nothing, because \(\kappa=0\) there. Within WKB the first effect wins: \(L_D\) rises from 1.989 to 2.404 eV\(^{-1}\), and the voltage by 0.096 mV, about 16% of the leading result. For the same potential, the wave equation gives a smaller change in the cases solved below. The barrier now crosses the Fermi level somewhat less than an angstrom from each face and keeps rising steeply over roughly the next angstrom, where WKB is not reliable. Solving the wave equation for the same potential, cut off at a band bottom 8.0 eV below the Fermi level on both sides, raises the slope of the transmission only from 1.878 eV\(^{-1}\) for the bare barrier to 1.956 eV\(^{-1}\), which corresponds to 0.018 mV. This change depends on the cutoff: with the band bottom 5.0 eV below the Fermi level it is \(-0.003\) mV, and with 15 eV it is 0.045 mV. The classical image law is itself unreliable so close to a metal surface, so all these figures are rough estimates, and even the sign of the effect is not settled by them.

**Transverse motion.** In a wide planar junction, momentum along the surface is conserved and the barrier acts on the normal energy \(E_z\) alone. The states of transverse motion have a constant density in transverse energy, so, with the WKB exponential \(D\) taken as the transmission at each normal energy, the total transmission at energy \(E\) is proportional to \(\int_{-W}^{E}D(E_z)\,dE_z\). Its logarithmic derivative at \(E=0\) is

\[
L_{\rm pl}=\frac{D(0)}{\int_{-W}^{0}D(E_z)\,dE_z}.
\]

This gives 1.878 eV\(^{-1}\) instead of 1.989 eV\(^{-1}\), a change of \(-0.026\) mV. To see the cause, take a square barrier of height \(\phi\), write \(E_z=\phi-\kappa^2/2\) and let \(\kappa_0=\sqrt{2\phi}\). For a thick barrier the band bottom may be ignored, and

\[
\frac1{L_{\rm pl}}\simeq\int_{\kappa_0}^{\infty}e^{-2(\kappa-\kappa_0)d}\,\kappa\,d\kappa=\frac{\kappa_0}{2d}+\frac1{4d^2}
\quad\Rightarrow\quad
L_{\rm pl}\simeq\frac{2d}{\kappa_0}-\frac1{2\phi}.
\]

**Matching prefactor.** WKB leaves out the matching of the waves at the two faces. For a thick square barrier between equal free-electron metals, with wave number \(k\) outside, continuity of the wave and its slope gives the amplitude factors \(2k/(k+i\kappa)\) on entry and \(2\kappa/(\kappa-ik)\) on exit. The transmission is

\[
\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}\,e^{-2\kappa d},\qquad k^2=2(W+E),\quad\kappa^2=2(\phi-E).
\]

The denominator does not depend on \(E\), so the prefactor adds \(1/W-1/\phi\) to the slope. With \(W=8.0\) eV and the mean work function 4.25 eV this is \(-0.110\) eV\(^{-1}\). The complete square-barrier transmission gives 1.878 against 1.988 eV\(^{-1}\) from WKB, which is the same difference, and the voltage changes by \(-0.025\) mV. This is a total transmission and already contains the one-dimensional densities, so the number serves as a size and not as a term to be added to the tip part.

The near equality of the last two corrections is an accident of the parameters. The thick-barrier expressions \(-1/(2\phi)\) and \(1/W-1/\phi\) coincide when \(W=2\phi=8.5\) eV, close to the chosen 8.0 eV. At a gap of 8 Å the planar correction is \(-0.111\) eV\(^{-1}\) rather than its limit \(-1/(2\phi)=-0.118\) eV\(^{-1}\), and this happens to lie next to the prefactor value \(-0.110\) eV\(^{-1}\).

**Wires.** If the temperature drop lies along the tip wire, the wire has a thermovoltage of its own. Let \(\sigma(E)\) be the contribution of electrons at energy \(E\) to the conductivity. Electrons diffuse against the gradient of their occupation,

\[
\nabla f=\left(-\frac{\partial f}{\partial E}\right)\left[\nabla\mu+\frac{E-\mu}{T}\nabla T\right].
\]

Zero current requires \(\int\sigma\,\nabla f\,dE=0\). Expanding \(\sigma\) to first order about \(\mu\) and using the second moment from part (b) gives

\[
\nabla\mu=-\frac{\pi^2}{3}k_B^2T\,\frac{\sigma'}{\sigma}\,\nabla T .
\]

Integrated along the wire, with \(\sigma'/\sigma\) constant, the magnitude is the same thermal factor times \(\sigma'/\sigma\). For free electrons, \(\sigma\) is proportional to density of states, speed and mean free path. With a constant mean free path it is proportional to kinetic energy, and \(\sigma'/\sigma=1/W\). The size is \(2.309\times10^{-4}/8.0\) V \(=0.029\) mV, about 5% of the junction voltage. Real metals can differ from this free-electron estimate in both size and sign. Platinum, with a thermopower of roughly 5 microvolts per kelvin in magnitude near room temperature, gives about 0.15 mV over 30 K, a quarter of the junction voltage. How it enters a measured value depends on the material of the return lead and on where that lead is warm.

**The real case.** The parameters are round numbers in the range of a scanning tunnelling microscope with a warmed tip: gaps of several angstroms, metal work functions of roughly 4 to 5 eV and temperatures near that of the room. For another temperature difference at the same mean temperature, the leading formula scales the voltage in proportion to \(\Delta T\). Real junctions break the assumption of a bare linear barrier. For the present parameters, the planar sum, the matching prefactor and the free-electron wire each amount to 4 to 5% of the voltage. The image effect is uncertain in size and sign, and a platinum wire can contribute about a quarter of the junction voltage. The density of a real tip depends on its last few atoms and need not be free-electron-like. Its slope adds directly to \(L\), so that each 0.1 eV\(^{-1}\) shifts the voltage by 0.023 mV here. A difference between two places on one surface, taken with the same tip, gap, barrier and temperatures, removes the tip and barrier parts at leading order and leaves the difference of the sample slopes.

The values of the main calculation are collected in the numerical output below.

## Computed results

```
Tip temperature: 330 K
Sample temperature: 300 K
Vacuum gap: 8.0 angstrom
Tip work function: 4.5 eV
Sample work function: 4.0 eV
Tip band depth below Fermi level: 8.0 eV
Sample resonance energy: 0.5 eV
Sample resonance half width: 0.3 eV
Resonance height over background: 1.0
Thermal energy of tip: 0.02844 eV
Difference of squared temperatures: 18900 K^2
Thermal factor pi^2 kB^2 (Tt^2-Ts^2)/6: 2.3086 1e-4 eV^2
Tip part of L: 0.0625 1/eV
Sample part of L: 0.6156 1/eV
Barrier part of L: 1.9889 1/eV
Total L: 2.6670 1/eV
Total L by finite difference: 2.6670 1/eV
V_th from formula: 0.6157 mV
V_th from full integral: 0.6257 mV
V_th from full integral, converted: 625.7 microvolt
Formula error: -1.597 %
Formula error at half temperatures: -0.400 %
Formula error at quarter temperatures: -0.100 %
Ratio of these two errors: 4.005
Thermal flow / Sommerfeld term, 82.5 and 75 K: 1.00173
Bias flow / linear term, 75 K: 1.00064
Full V_th for tip 170 K, sample 100 K: 0.6175 mV
Full V_th with temperatures swapped: -0.6260 mV
Gap 6 angstrom: formula 0.5009, full 0.5087 mV
Gap 8 angstrom: formula 0.6157, full 0.6257 mV
Gap 10 angstrom: formula 0.7305, full 0.7432 mV
Resonance at -0.5 eV, formula: 0.3315 mV
Resonance at -0.5 eV, full: 0.3323 mV
Narrow resonance energy: 0.03 eV
Narrow resonance half width: 0.02 eV
Narrow resonance, formula: 2.9807 mV
Narrow resonance, full: 0.8965 mV
Exponential product, full integral: 0.460060 mV
Exponential product, closed form: 0.460060 mV
Exponential product, leading term: 0.459175 mV
V_th with product frozen at zero bias: 0.6257 mV
Thermal band shift of tip: -0.0831 meV
Change of V_th from band shift: -0.000002 mV
Image potential at mid-gap: -1.248 eV
Barrier part of L with image potential: 2.4040 1/eV
Change of V_th, image potential: 0.0958 mV
Barrier part of L, wide planar junction: 1.8777 1/eV
Change of V_th, planar sum: -0.0257 mV
Square barrier L, exact transmission: 1.8778 1/eV
Square barrier L, WKB: 1.9881 1/eV
Change of V_th, prefactor: -0.0255 mV
Wire thermovoltage, free-electron size: 0.0289 mV
```
